# Stripe domains leave a depolarization field near the film's faces

Take a flat sheet of charge in a uniform medium of relative permittivity $\epsilon$. The sheet is divided into long stripes of width $w$ that carry charge densities $+\sigma$ and $-\sigma$ in turn. Stand just above the middle of a positive stripe, then just below it. Reflection in the sheet leaves the charges unchanged, so the normal fields at the two places are equal in size and opposite in direction. Gauss's law says that they differ by $\sigma/(\epsilon_0\epsilon)$. Each therefore has size

$$|E_z|=\frac{\sigma}{2\epsilon_0\epsilon}.$$

This is the field of an infinite uniform sheet. The negative neighbours have not reduced it, and the stripe width does not appear in it. Making the stripes narrower cannot weaken the field at this point.

The neighbours matter farther away. The charge pattern repeats with period $2w$, so its slowest variation along $x$ is $\sin kx$ with $k=\pi/w$. A potential $f(z)\sin kx$ satisfies Laplace's equation off the sheet if $f''=k^2f$, and the solution that stays finite is $e^{-k|z|}$. The decay length is $1/k=w/\pi$. Narrow stripes confine the field to a thin layer; they do not abolish it.

## The belief and its appeal

The belief in question is that a ferroelectric film split into equal up and down domains has no depolarization field, because its surface charges cancel. There is much truth behind it. The mean surface charge is zero, the field deep inside a film much thicker than $w$ is very small, and the electrostatic energy falls as the domains narrow. The error is to pass from a vanishing average to a vanishing local field. A memory capacitor with a dielectric layer between film and metal shows what is at stake, since switching, charge trapping and breakdown respond to local fields.

Let the film occupy $|z|<d/2$, with relative permittivities $\epsilon_x$ in the plane and $\epsilon_z$ across it. On each side lies an isotropic dielectric of thickness $t$ and permittivity $\epsilon_d$, followed by a metal plate. The plates are perfect conductors, both at zero potential. The film permittivities describe the linear response, while the switchable polarization $P$ is held rigid. Up domains occupy $0<x<w$ and every second stripe after that. The net charge on the upper face is $+\sigma$ there and $-\sigma$ between, with the opposite signs on the lower face. If trapped charge follows the domains and compensates part of the polarization, $\sigma$ is $P$ minus the trapped density.

## What does cancel

Average the fields over one period in $x$, and write $\bar\sigma$ for the mean charge on the upper face. The in-plane part of Gauss's law averages to zero because the fields are periodic. The mean normal field is then constant within each layer: $\bar E_f$ in the film and $\bar E_d$ in the upper dielectric. The opposite charges on the two faces make the mean field in the lower dielectric $\bar E_d$ as well. The jump at the upper face and the short circuit give

$$\epsilon_d\bar E_d-\epsilon_z\bar E_f=\frac{\bar\sigma}{\epsilon_0},\qquad d\,\bar E_f+2t\,\bar E_d=0.$$

The second equation gives $\bar E_d=-d\bar E_f/(2t)$. Inserting this in the first yields

$$\bar E_f=-\frac{\bar\sigma}{\epsilon_0\left(\epsilon_z+\epsilon_d d/2t\right)}.$$

For equal stripes $\bar\sigma=0$, and the mean field vanishes at every depth. For a single up domain $\bar\sigma=\sigma$, and the same formula gives the full depolarization field of the shorted stack. The minus sign shows that it opposes the polarization.

## What remains

The square wave of charge has the Fourier series

$$\sigma(x)=\sum_{n\ \mathrm{odd}}\sigma_n\sin qx,\qquad \sigma_n=\frac{4\sigma}{\pi n},\qquad q=nk .$$

In the film, Gauss's law reads $\epsilon_x\partial_x^2\phi+\epsilon_z\partial_z^2\phi=0$. A term in $\sin qx$ must therefore vary with $z$ at the rate $\kappa q$, where $\kappa=\sqrt{\epsilon_x/\epsilon_z}$. The charges on the two faces are opposite, so the potential is odd in $z$. In the upper dielectric the rate is $q$, and the potential must vanish at the plate. With $A_n$ the amplitude at the upper face,

$$\phi_n^{\rm film}=A_n\sin qx\,\frac{\sinh\kappa qz}{\sinh(\kappa qd/2)},\qquad
\phi_n^{\rm diel}=A_n\sin qx\,\frac{\sinh q(d/2+t-z)}{\sinh qt}.$$

These agree at $z=d/2$, as a continuous potential must. Since $E_z=-\partial_z\phi$, the fields on the two sides of the face are

$$E_n^{\rm film}=-A_n\kappa q\coth\frac{\kappa qd}{2}\,\sin qx,\qquad
E_n^{\rm diel}=+A_nq\coth(qt)\,\sin qx .$$

The jump condition $\epsilon_dE_n^{\rm diel}-\epsilon_zE_n^{\rm film}=\sigma_n\sin qx/\epsilon_0$ fixes the amplitude. With $g=\epsilon_z\kappa=\sqrt{\epsilon_x\epsilon_z}$,

$$A_n=\frac{\sigma_n}{\epsilon_0q\left[g\coth(\kappa qd/2)+\epsilon_d\coth(qt)\right]} .$$

No amplitude is zero. Equal stripes remove the uniform component of the charge and leave all the odd harmonics.

**Thick layers.** If $\kappa kd/2$ and $kt$ are both large, the hyperbolic cotangents tend to one. At depth $s=d/2-z$ below the upper face, each harmonic has decayed by $e^{-\kappa qs}$. This drops the tail from the lower face, so it holds while the distance to the middle plane is large compared with $w/(\pi\kappa)$; at the middle plane the two tails are equal and the field is twice the value given here. Away from the middle,

$$E_z=-\frac{4\kappa\sigma}{\pi\epsilon_0(g+\epsilon_d)}\sum_{n\ \mathrm{odd}}\frac{\sin(nkx)}{n}e^{-n\kappa ks}.$$

The sum is the imaginary part of $\sum\zeta^n/n$ over odd $n$, with $\zeta=e^{-\kappa ks+ikx}$. That series equals $\tfrac12\ln[(1+\zeta)/(1-\zeta)]$, so its imaginary part is half the phase of $(1+\zeta)/(1-\zeta)$. Multiplying top and bottom by $1-\zeta^*$ makes the denominator real and positive, and the numerator becomes $1-|\zeta|^2+2i\,\mathrm{Im}\,\zeta$. Its phase has the tangent

$$\frac{2e^{-\kappa ks}\sin kx}{1-e^{-2\kappa ks}}=\frac{\sin kx}{\sinh\kappa ks}.$$

Hence

$$E_z=-\frac{2}{\pi}\,\frac{\kappa\sigma}{\epsilon_0(g+\epsilon_d)}\arctan\frac{\sin kx}{\sinh\kappa ks}.$$

As $s\to0$ inside an up domain, the arctangent tends to $\pi/2$, and the field tends to $-\kappa\sigma/[\epsilon_0(g+\epsilon_d)]$. At fixed $\sigma$ this does not depend on $w$. With $\epsilon_x=\epsilon_z=\epsilon_d=\epsilon$ it returns the half-sheet field of the opening case.

A single domain between very thick dielectrics has the film field $\sigma/(\epsilon_0\epsilon_z)$. The ratio of the stripes' face field to this value is $\kappa\epsilon_z/(g+\epsilon_d)=g/(g+\epsilon_d)$. A film of high permittivity between layers of low permittivity thus keeps most of the single-domain field at its faces, however narrow its stripes.

The width enters through the depth. At a domain centre $\sin kx=1$, and the field is half its face value where $\sinh\kappa ks=1$, that is at

$$s_{1/2}=\frac{w}{\pi\kappa}\ln(1+\sqrt2)\approx0.28\,\frac{w}{\kappa}.$$

Farther in, the first harmonic dominates and the decay length is $w/(\pi\kappa)$. In the dielectric it is $w/\pi$. The domain width thus sets the scale of the depth, with a numerical factor of $1/\pi$ for the decay length in an isotropic film.

**Close metal.** The opposite limit is $t\to0$ at fixed $q$. Then $\coth qt\approx1/(qt)$ grows without bound, the dielectric term comes to dominate the bracket, and $A_n\approx\sigma_nt/(\epsilon_0\epsilon_d)$, which vanishes with $t$. A perfect metal in direct contact with the film would cancel the stray field, but the charge in the metal does this, not the alternation of domains. For a small finite gap the high harmonics, certainly those with $qt\gtrsim1$, survive, and their sum is concentrated near the domain walls.

**Wide stripes.** If $w$ is much larger than $d$ and $t$, the fields of the first harmonics hardly vary across the film. The field then fills the film, and its depth is set by $d$ rather than by $w$. Well away from the walls, each stripe behaves as a single domain in the shorted stack.

## Stripes can raise the film field

The thick-layer comparison might suggest that stripes at least lower the face field somewhat. With metal plates at a finite distance, this need not be so. Divide the size of a harmonic's film field at the face by $\sigma_n/\epsilon_0$ and call the result $r_n$:

$$r_n=\frac{\kappa\coth(\kappa qd/2)}{g\coth(\kappa qd/2)+\epsilon_d\coth qt}
=\frac{1}{\epsilon_z+\epsilon_d\,\dfrac{\tanh(\kappa qd/2)}{\kappa\tanh qt}} .$$

The second form follows on dividing top and bottom by $\kappa\coth(\kappa qd/2)$ and using $g/\kappa=\epsilon_z$. The mean of $\sin qx$ over $0<x<w$ is $2/(\pi n)$. Averaged over one up domain, the size of the face field is therefore

$$\langle|E_z|\rangle=\frac{\sigma}{\epsilon_0}\sum_{n\ \mathrm{odd}}\frac{8}{\pi^2n^2}\,r_n .$$

The weights add up to one, because $\sum1/n^2=\pi^2/8$ over odd $n$. The result is a weighted mean of the $r_n$.

For a single domain the corresponding factor is $1/(\epsilon_z+\epsilon_dd/2t)$. To compare, set $a=\kappa qd/2$ and $b=qt$. The function $\tanh u/u$ decreases for $u>0$: its derivative has the sign of $u-\sinh u\cosh u=u-\tfrac12\sinh2u$, which is negative. If $a>b$, then $\tanh a/\tanh b<a/b$, and so

$$\frac{\tanh a}{\kappa\tanh b}<\frac{a}{\kappa b}=\frac{d}{2t}.$$

Every $r_n$ then exceeds the single-domain factor. In this model, when $\kappa d/2>t$, equal stripes **increase** the domain-averaged film field at the face, compared with a single domain of the same $\sigma$ in the same shorted stack.

The reason is geometrical. In a single domain, the face potential drops over the whole distance $d/2$ to the middle of the film. With stripes the face potential is lower, but it drops over a shorter distance. The inequality shows that the shorter distance wins when $\kappa d/2>t$.

When $\kappa d/2<t$, the inequality reverses. Take $d=4$ nm, $t=6$ nm, $w=4$ nm, an isotropic film permittivity of 30 and a dielectric permittivity of 9. The single-domain factor is $1/(30+3)=1/33$. For the first harmonic $\tanh(\pi/2)/\tanh(3\pi/2)\approx0.917$, so $r_1\approx1/38.3$, and the higher $r_n$ are close to $1/39$. Here stripes lower the average face field by about 14%.

## Why the energy still falls

The electrostatic energy per area belonging to one face is half the mean of charge times potential. The mean of $\sin^2qx$ is one half, and different harmonics do not mix, so

$$U=\tfrac12\langle\sigma\phi\rangle=\tfrac14\sum_{n\ \mathrm{odd}}\sigma_nA_n .$$

For thick layers, $\sigma_n=4\sigma/(\pi n)$ and $q=n\pi/w$ give

$$U=\frac{4\sigma^2w}{\pi^3\epsilon_0(g+\epsilon_d)}\sum_{n\ \mathrm{odd}}\frac1{n^3}
=\frac{7\zeta(3)}{2\pi^3}\,\frac{\sigma^2w}{\epsilon_0(g+\epsilon_d)},$$

where the odd sum is $\tfrac78\zeta(3)$. The energy is proportional to $w$. This agrees with a face field that does not depend on $w$: the energy density near the face stays the same, while the layer that holds it becomes thinner. A lower energy is therefore no evidence that the field has gone. The energy of the domain walls, which opposes ever finer stripes, is not included in $U$.

## A hafnia capacitor in numbers

Consider a hafnia-zirconia film with $d=20$ nm and stripes of $w=8$ nm, between alumina layers of $t=3$ nm. Take isotropic permittivities of 30 for the film and 9 for alumina. The polarization is 20 µC/cm², of which trapped charge compensates 17 µC/cm², leaving $\sigma=3$ µC/cm². Then $\sigma/\epsilon_0=33.88$ MV/cm.

For thick layers the face field would be $33.88/(30+9)=0.869$ MV/cm. The nearby plates alter mainly the first harmonic. With $kd/2=3.93$ and $kt=1.18$, the ratio of hyperbolic tangents is $0.999/0.827=1.208$, so

$$\frac{\sigma r_1}{\epsilon_0}=\frac{33.88}{30+9(1.208)}=0.829\ \text{MV/cm}.$$

At the domain centre this harmonic has weight $4/\pi$. Its shortfall lowers the field to $0.869-(4/\pi)(0.040)=0.818$ MV/cm, which is also the value from the full series. The half-field depth is 2.28 nm, or $0.285w$. At a depth of $w/\pi=2.55$ nm the field is 0.372 MV/cm, and at 8 nm it is 0.055 MV/cm. In the middle of the film, 0.042 MV/cm remains, about 5% of the face value. The belief is nearly right there and badly wrong at the faces.

The field series was compared with a direct solution of Poisson's equation for this stack on a grid of 0.1 nm cells. Near the domain centre, at five depths in the film from 0.05 to 9.95 nm and at three places in the alumina, the two agreed within 0.3%.

A single domain with the same $\sigma$ has a film field of $33.88/(30+30)=0.565$ MV/cm. The stripe average at the face is 0.836 MV/cm, larger by a factor of 1.48. This is the case $d/2>t$: 10 nm against 3 nm. The single domain's face potential is 0.565 V, dropped over 10 nm; that of the stripes is 0.245 V at the domain centre, but it drops within a few nanometres. The alumina gains at the domain centre, where its field is 1.04 MV/cm at the film and 0.70 MV/cm at the metal, against 1.88 MV/cm for the single domain. The energy per face falls from 8.47 to 2.70 mJ/m².

If the walls are sharp, the centre of a domain is not the place of the strongest field. At the face of thick layers, the real part of the same logarithm gives the in-plane field

$$|E_x|=\frac{2}{\pi}\frac{\sigma}{\epsilon_0(g+\epsilon_d)}\left|\ln\cot\frac{kx}{2}\right|,$$

which diverges at an infinitely sharp wall, $x=0$. If the charge instead changes linearly over a width $\delta\ll w$, the field at the wall's centre is the average of this expression over $|x|<\delta/2$. With $\cot(kx/2)\approx2/(kx)$ the average of the logarithm is $1+\ln(4/k\delta)$. For $\delta=0.5$ nm it equals 4.01, and the field is $(2/\pi)(0.869)(4.01)=2.2$ MV/cm. The full stack gives 2.17 MV/cm. The in-plane field is continuous across the face, so the alumina feels it too, and for this wall width it exceeds the 1.88 MV/cm of the single domain. For $\delta=1$ nm the same formula gives about 1.8 MV/cm, slightly less than the single domain. These values assume that the polarization and the trapped charge change over the same width. Since $\sigma$ is a small difference of two large densities, a mismatch between their profiles can change the wall field greatly.

## How far a real capacitor departs from this

The inputs are rough values for hafnia devices. A thickness of 20 nm is on the high side, and the 85% compensation is an assumption. Without trapped charge the face field would be 5.45 MV/cm, above a rough breakdown field of 4 MV/cm, so these stripes could not be sustained uncompensated with the polarization held rigid. With compensation the face field is 0.82 of a rough coercive field of 1 MV/cm, and holding the polarization rigid is already doubtful. Real films are also polycrystalline, with irregular domains. An up fraction of 60% would add a mean field of $0.2\times0.565=0.11$ MV/cm. It would also alter the harmonics, so the local field near the faces changes by a different amount. If the metal lies directly on the film, these numbers do not carry over.

Other changes are smaller. Altering $\epsilon_x$ by 30% either way moves the face field by up to about 5% and the field at depth $w/\pi$ by about 10%. A screening length of 0.05 nm in the metal acts like $9\times0.05=0.45$ nm of extra alumina and raises the face field by 1.9%.

Another strong assumption is that the trapped charge is smooth. Its density corresponds to $\nu=1.06\times10^{14}$ electrons per cm². One charge $e$ at the boundary of two thick isotropic media produces a normal field $es/[2\pi\epsilon_0(\epsilon_z+\epsilon_d)r^3]$ at depth $s$ and distance $r$. For independent random positions the variances add. With $\rho$ the lateral distance and $r^2=\rho^2+s^2$, the integral $\int2\pi\rho\,s^2r^{-6}\,d\rho=\pi/(2s^2)$ gives

$$E_{\rm rms}=\frac{e}{2\pi\epsilon_0(\epsilon_z+\epsilon_d)\,s}\sqrt{\frac{\pi\nu}{2}} .$$

At $s=w/\pi$ this is 0.37 MV/cm. The nearby metal plates screen the charges and lower the value to about 0.33 MV/cm, still about nine tenths of the stripe field there. By linearity the stripe result remains the mean over charge positions, but at this depth the root-mean-square deviation at one spot is nearly as large as the stripe field itself. Close to the face it grows as $1/s$ and is larger than the stripe field. At depths below the mean spacing of the charges, about 1 nm, rare close charges dominate the root-mean-square value, and the deviation at most spots grows more slowly than $1/s$. Repulsion between the charges would make their positions less random; how much this reduces the scatter is not calculated here.

The trapped charge may also change with time. A tunnelling estimate through 3 nm of alumina, with a barrier of 3 eV, a mass of 0.3 electron masses and $10^{13}$ attempts per second, gives a time of the order of a tenth of a second to a second. The time depends exponentially on rough inputs, so it serves as a warning that the example is a snapshot at fixed charge. Mobile carriers, if present, would also respond: the face potential corresponds to 0.245 eV per electron, about eight times the thermal energy at 85 °C. The numerical output below lists the inputs and most of the results.

## Computed results

```
stripe width w: 8.0 nm; decay length w/pi: 2.55 nm
film d: 20.0 nm; each alumina layer t: 3.0 nm
permittivity film, alumina: 30, 9
polarization, trapped: 20, 17 uC/cm2
net face charge: 3.0 uC/cm2
sigma/eps0: 33.88 MV/cm
Film field sizes at domain centre (direction: depolarizing)
  face: depth 0.00 nm, 0.8181 MV/cm
  w/(2 pi): depth 1.27 nm, 0.5728 MV/cm
  w/pi: depth 2.55 nm, 0.3722 MV/cm
  w/2: depth 4.00 nm, 0.2181 MV/cm
  w: depth 8.00 nm, 0.0550 MV/cm
  mid-film: depth 10.00 nm, 0.0416 MV/cm
half-field depth: 2.28 nm = 0.285 w
tenth-field depth: 6.69 nm = 0.836 w
thick-layer face field, any w: 0.869 MV/cm
thick-layer fraction kept: 0.769
alumina field at face, centre: 1.038 MV/cm
alumina field at metal, centre: 0.697 MV/cm
single domain, film: 0.565 MV/cm
single domain, alumina: 1.882 MV/cm
stripe domain-average at face: 0.836 MV/cm
domain average / single domain: 1.481
face potential at centre: 0.2449 V
energy per face, stripes: 2.704 mJ/m2
energy per face, single domain: 8.471 mJ/m2
face field with no trapped charge: 5.45 MV/cm
rough coercive, breakdown: 1.0, 4.0 MV/cm
face field / coercive: 0.82
face field / breakdown: 0.20
induced polarization at face: 2.10 uC/cm2
ex=21: face 0.777, at w/pi 0.412 MV/cm
ex=39: face 0.847, at w/pi 0.338 MV/cm
wall width: 0.5 nm; in-plane field there: 2.168 MV/cm
wall-width change of centre face field: 0.010 %
metal screening length: 0.05 nm; face field change: 1.91 %
trapped charge density: 1.06e+14 per cm2
random-charge rms field at w/pi: 0.374 MV/cm
barrier: 3.0 eV; mass: 0.3 m_e
tunnelling factor: 4.0e-13
attempt rate: 1e+13 1/s; time: 2.5e-01 s
thermal energy at 85 C: 0.0309 eV
```
